# Static ionic permittivity of a crystal from its infrared modes

## Result

A crystalline high-permittivity dielectric without domain walls or internal barrier layers, such as a paraelectric perovskite oxide, stores most of its charge by shifting its ions. For an insulating crystal with cell volume $V$ and fixed cell shape, the static relative permittivity at small field is

$$
\varepsilon^{s}_{\alpha\beta}=\varepsilon^{\infty}_{\alpha\beta}+\frac{1}{\varepsilon_0 V}\sum_m\frac{q_{m\alpha}\,q_{m\beta}}{\omega_m^2},
\qquad
q_{m\alpha}=\sum_{i\gamma}\frac{Z^*_{i,\alpha\gamma}\,e_{m,i\gamma}}{\sqrt{M_i}} .
\tag{1}
$$

Here $\alpha,\beta,\gamma$ are Cartesian directions, $i$ labels the ions of one cell and $M_i$ is a mass. The sum runs over the optical modes at zero wavevector, with angular frequencies $\omega_m$ and orthonormal mass-weighted eigenvectors $e_m$. The tensor $Z^*_i$ is the Born effective charge, and $\varepsilon^\infty$ is the permittivity with the ions clamped. The product $S_{m,\alpha\beta}=q_{m\alpha}q_{m\beta}$ is the oscillator strength, a squared charge divided by a mass.

The sum is the ionic part alone; $\varepsilon^\infty$ has to be added to it. The frequencies belong to vibrations at zero macroscopic electric field. In a cubic crystal, those of the polar modes are the transverse optical frequencies. In a crystal of lower symmetry, a nondegenerate zero-field mode keeps its frequency as a long-wavelength phonon only when the wavevector is perpendicular to the vector $q_m$.

## Energy in a field

Let $u$ collect the ion displacements, the same in every cell, and let $t$ collect the electronic variables. In a uniform macroscopic field $E$ the energy function per cell is

$$
F(u;E)=\min_t\,\bigl[\,U(u,t)-E\cdot p(u,t)\,\bigr],
$$

where $p$ is the cell dipole. The field $E$ is the average field inside the crystal. Local fields that the ions exert on each other at $E=0$ are part of $U$.

Because the bracket is stationary in $t$, the change of $t$ with $E$ does not contribute to the first derivative:

$$
\frac{\partial F}{\partial E_\alpha}=-p_\alpha .
$$

Three second derivatives at the equilibrium $u=0$, $E=0$ describe the linear response:

$$
K_{i\gamma,j\delta}=\frac{\partial^2F}{\partial u_{i\gamma}\partial u_{j\delta}},\quad
Z^*_{i,\alpha\gamma}=-\frac{\partial^2F}{\partial E_\alpha\partial u_{i\gamma}},\quad
\varepsilon_0V(\varepsilon^\infty_{\alpha\beta}-\delta_{\alpha\beta})=-\frac{\partial^2F}{\partial E_\alpha\partial E_\beta}.
$$

The second has two readings. Differentiating by $E$ first gives $Z^*=\partial p_\alpha/\partial u_{i\gamma}$, the dipole per displacement at zero field. Differentiating by $u$ first gives the force on ion $i$ per unit field, since the force is $-\partial F/\partial u_{i\gamma}$. The same charge therefore drives the ion and measures the polarization its motion creates, which is why it enters the permittivity squared.

The third follows from $D=\varepsilon_0E+p/V=\varepsilon_0\varepsilon E$, applied with clamped ions. If the crystal has a spontaneous dipole, $p$ below means the change from it.

To second order, apart from a constant and a spontaneous-dipole term,

$$
F=\tfrac12u^{T}Ku-E^{T}Z^*u-\tfrac12\varepsilon_0V\,E^{T}(\varepsilon^\infty-1)E .
\tag{2}
$$

## Ionic equilibrium and normal modes

Setting $\partial F/\partial u=0$ in (2), and taking $p=-\partial F/\partial E$, gives

$$
Ku=Z^{*T}E,\qquad p=Z^*u+\varepsilon_0V(\varepsilon^\infty-1)E .
\tag{3}
$$

A rigid shift of a neutral crystal changes neither $U$ nor the dipole. Hence $\sum_i\partial F/\partial u_{i\gamma}=0$ for every $u$ and $E$. Differentiating this by $u$ shows that $K$ gives zero on a rigid shift. Differentiating it by $E$ gives the charge sum rule $\sum_iZ^*_i=0$. Stability is taken to mean that $K$ is positive for all other displacements.

Now define $w_{i\gamma}=\sqrt{M_i}\,u_{i\gamma}$ and let $M$ be the diagonal mass matrix. The modes at $E=0$ satisfy

$$
M^{-1/2}KM^{-1/2}e_m=\omega_m^2e_m .
$$

Write $w=\sum_ma_me_m$. Multiplying the first equation of (3) by $M^{-1/2}$ and projecting on $e_m$ gives

$$
\omega_m^2a_m=e_m^{T}M^{-1/2}Z^{*T}E=q_m\cdot E .
$$

For a rigid shift along $c$, $e_{m,i}\propto\sqrt{M_i}\,c$, so $q_m\propto\sum_iZ^*_ic=0$. Its amplitude is undetermined but carries no dipole. For the optical modes $a_m=q_m\cdot E/\omega_m^2$, and the ionic dipole is

$$
Z^*u=Z^*M^{-1/2}w=\sum_mq_ma_m=\sum_m\frac{q_m\,(q_m\cdot E)}{\omega_m^2}.
$$

Inserting this in (3) and dividing $\varepsilon_0E+p/V$ by $\varepsilon_0$ gives

$$
\varepsilon^sE=E+(\varepsilon^\infty-1)E+\frac{1}{\varepsilon_0V}\sum_m\frac{q_m(q_m\cdot E)}{\omega_m^2},
$$

which is (1). One factor $q_m$ comes from the force and the other from the dipole.

## Limits and the role of mass

Take a cubic crystal with two ions of charges $\pm Z^*$ joined by an effective spring $k$. With reduced mass $\mu=M_1M_2/(M_1+M_2)$, the normalized eigenvector along one axis has components $\sqrt{\mu/M_1}$ and $-\sqrt{\mu/M_2}$. Then

$$
q=Z^*\sqrt\mu\left(\frac1{M_1}+\frac1{M_2}\right)=\frac{Z^*}{\sqrt\mu},\qquad
\varepsilon^s=\varepsilon^\infty+\frac{Z^{*2}}{\varepsilon_0V\mu\omega^2}=\varepsilon^\infty+\frac{Z^{*2}}{\varepsilon_0Vk},
$$

because $\mu\omega^2=k$. The mass cancels. The same holds in general: equation (3) contains no mass, so changing the masses can redistribute the terms of (1) but cannot change their total.

If all optical modes become very stiff at fixed strengths, $\varepsilon^s\to\varepsilon^\infty$. If a mode with nonzero $q_m$ softens, its term grows as $1/\omega_m^2$ at fixed strength. At $\omega_m=0$ the matrix $K$ no longer gives a restoring force for that mode, the linear response diverges and (1) fails. A mode with $q_m=0$ is infrared silent and adds nothing, however soft it is.

## Why the zero-field frequencies enter

Consider vibrations with zero displacement field along a unit vector $n$ and no field across it. Let $z=Z^{*T}n$ and $\varepsilon^\infty_n=n\cdot\varepsilon^\infty n$. The condition $D\cdot n=0$ reads

$$
0=\varepsilon_0VE_n+z\cdot u+\varepsilon_0V(\varepsilon^\infty_n-1)E_n
\quad\Rightarrow\quad
E_n=-\frac{z\cdot u}{\varepsilon_0V\varepsilon^\infty_n}.
$$

The force $-Ku+zE_n$ is then $-K'u$, with the stiffer matrix $K'=K+zz^{T}/(\varepsilon_0V\varepsilon^\infty_n)$.

In the basis of the optical modes let $\Omega^2$ be the diagonal matrix of $\omega_m^2$, let $s_m=q_m\cdot n$, and let $\kappa=1/(\varepsilon_0V\varepsilon_n^\infty)$. The new squared frequencies $\omega_m'^2$ are the eigenvalues of $\Omega^2+\kappa ss^{T}=\Omega^2(1+\kappa\Omega^{-2}ss^{T})$. The matrix in parentheses leaves vectors perpendicular to $s$ unchanged and multiplies $\Omega^{-2}s$ by $1+\kappa s^{T}\Omega^{-2}s$. Its determinant is that factor. By (1), $s^{T}\Omega^{-2}s=\varepsilon_0V(\varepsilon^s_n-\varepsilon^\infty_n)$, so

$$
\prod_m\frac{\omega_m'^2}{\omega_m^2}=1+\frac{\varepsilon^s_n-\varepsilon^\infty_n}{\varepsilon^\infty_n}=\frac{\varepsilon^s_n}{\varepsilon^\infty_n}.
\tag{4}
$$

If the modes at $D\cdot n=0$ were put into the sum in (1), it would contain $s^{T}y$ with $(\Omega^2+\kappa ss^{T})y=s$. The solution is $y=\Omega^{-2}s/(1+\kappa s^{T}\Omega^{-2}s)$, and the sum becomes

$$
\frac{s^{T}y}{\varepsilon_0V}=\frac{\varepsilon^s_n-\varepsilon^\infty_n}{\varepsilon^s_n/\varepsilon^\infty_n}
=\varepsilon^\infty_n\left(1-\frac{\varepsilon^\infty_n}{\varepsilon^s_n}\right).
\tag{5}
$$

This is smaller than $\varepsilon^\infty_n$ however polarizable the lattice is. The depolarizing field has already been counted in the stiffness, so (5) is not the ionic permittivity.

## A model perovskite

The example is a cubic ABO$_3$ cell with round model parameters, not a particular material. The lattice constant is $3.9$ Å, so $V=59.319$ Å$^3$. The masses of A, B and O are 88, 48 and 16 u, and their nominal charges are $+2$, $+4$ and $-2$ in units of $e$.

Neighbouring ions are joined by springs. Together with the B–O bond terms given below, they represent all forces at zero macroscopic field. For a bond with unit vector $\hat n$ and relative displacement $\Delta$, let $s=\Delta\cdot\hat n$ be the stretch. The spring energy is $\frac12k_Ls^2+\frac12k_T(|\Delta|^2-s^2)$. In eV/Å$^2$, $(k_L,k_T)$ is $(4.5,0.1)$ for the 6 B–O bonds, $(0.5,0.1)$ for the 12 A–O bonds and $(2.0,0.2)$ for the 12 O–O bonds of a cell.

Each B–O bond also carries an electronic variable $t$, the number of electrons moved from O to B, with energy

$$
\tfrac12ht^2+gts+\tfrac13as^3+\tfrac14bs^4,
$$

where $h=6$ eV, $g=5$ eV/Å, $a=-4$ eV/Å$^3$ and $b=60$ eV/Å$^4$. If $r$ points from B to O, moving $t$ electrons by $-r$ adds a dipole $+e\,t\,r$.

To leading order $r$ is its rest value $r_0$, of length $d=1.95$ Å. Minimizing over $t$ gives $t=(eE\cdot r_0-gs)/h$, and the electronic energy becomes

$$
-\frac{(gs-eE\cdot r_0)^2}{2h}=-\frac{g^2s^2}{2h}+\frac{gs\,eE\cdot r_0}{h}-\frac{(eE\cdot r_0)^2}{2h}.
$$

The three terms soften the spring, alter the effective charges and produce $\varepsilon^\infty$:

- The B–O spring becomes $k_L-g^2/h=4.5-25/6=0.333$ eV/Å$^2$.
- The bond dipole is $-e(g/h)s\,r_0$. When B moves by $x$ along a bond axis, one bond has $s=-x$, $r_0=+d$ and the opposite one $s=+x$, $r_0=-d$. Both add $e(g/h)xd$, so the charge of B rises by $2gd/h=3.25$ to $7.25$. An O ion moving along its B–O axis has $-2-3.25=-5.25$. The charge of A, and that of O moving across the axis, keep their nominal values. The sum is $2+7.25-5.25-2\times2=0$.
- With $\varepsilon_0V=0.3278\ e$Å$^2$/V, $\varepsilon^\infty=1+2d^2/(0.3278\times6)=4.87$.

## The mode sum

Numerical diagonalization of the mass-weighted force constants gives four optical triplets. Their strengths $S_{xx}$ are summed over the three degenerate modes.

| Triplet | Wavenumber (cm$^{-1}$) | $S_{xx}$ ($e^2$/u) | Contribution to $\varepsilon^s$ |
|---|---|---|---|
| 1 | 81.11 | 0.7304 | 92.10 |
| 2 | 172.72 | 2.2000 | 61.17 |
| 3 | 354.64 | 0 | 0 |
| 4 | 494.52 | 0.4328 | 1.47 |

For triplet 1 in SI units, $\omega=1.52778\times10^{13}$ rad/s and $S=1.12906\times10^{-11}$ C$^2$/kg. With $V=5.9319\times10^{-29}$ m$^3$,

$$
\frac{S}{\varepsilon_0V\omega^2}=\frac{1.12906\times10^{-11}}{(8.8542\times10^{-12})(5.9319\times10^{-29})(2.33411\times10^{26})}=92.10 .
$$

The ionic sum is $92.10+61.17+1.47=154.74$, and $\varepsilon^s=154.74+4.87=159.6$.

Triplet 2 has 3.01 times the strength of triplet 1, but its squared frequency is 4.53 times larger, so it contributes only 0.66 times as much. In triplet 3 the two O ions that move across their B–O axes move oppositely, and their equal charges cancel in the dipole. With nominal charges in place of Born charges the ionic sum would be 50.3, about a third of the correct value.

Equation (4) gives a product ratio of $159.6/4.866=32.8$. Equation (5) gives $4.866(1-4.866/159.6)=4.72$, far below the true ionic part of 154.7.

## The same number from force balance

Equation (3) can be solved here without any modes. Let $A$, $B$ and $O$ be the displacements along $x$, per unit field, of A, B and the O ion whose B–O axis is $x$. Measure them from the other two O ions, which move together. Adding the projected springs gives these couplings in eV/Å$^2$:

- B to $O$: $2(0.3333)=0.6667$; B to the other two: $4(0.1)=0.4$.
- A to $O$: $4(0.1)=0.4$; A to the other two: $8\times\frac12(0.5+0.1)=2.4$.
- $O$ to the other two: $8\times\frac12(2.0+0.2)=8.8$.

Force balance then reads

$$
\begin{aligned}
1.0667B-0.6667\,O&=7.25,\\
2.8A-0.4\,O&=2,\\
9.8667\,O-0.6667B-0.4A&=-5.25 .
\end{aligned}
$$

The first two give $B=6.7969+0.625\,O$ and $A=0.7143+0.1429\,O$. The third becomes $9.3929\,O=-0.4330$. Hence $O=-0.0461$, $B=6.768$ and $A=0.708$, in Å per V/Å. The dipole per unit field is

$$
7.25(6.768)+2(0.708)-5.25(-0.0461)=50.73\ e\text{Å}^2/\text{V},
$$

and, with one more digit kept, $50.726/0.32782=154.7$, the mode sum. Most of this response is the motion of B within its oxygen cage.

## A softer bond

Lowering the bare B–O spring from 4.5 to 4.4 eV/Å$^2$ reduces its effective value from 0.333 to 0.233 eV/Å$^2$. The lowest wavenumber falls from 81.11 to 75.00 cm$^{-1}$, its contribution rises from 92.1 to 127.6, and $\varepsilon^s$ rises to 194.6.

The factor $(81.11/75.00)^2=1.17$ does not account for the whole increase of $127.6/92.1=1.39$. The remaining factor, 1.18, is a larger oscillator strength. The Born charges depend on $g/h$ and have not changed, so this part comes from the changed eigenvector. A soft mode therefore need not follow $1/\omega^2$ with constant strength.

## A 5 nm capacitor film

For an ideal film of thickness 5 nm, without electrode layers of lower permittivity, the zero-field capacitance per area is

$$
\frac{\varepsilon_0\varepsilon^s}{5\times10^{-9}\,\text{m}}=0.2826\ \text{F/m}^2=282.6\ \text{fF/µm}^2 .
$$

At 0.5 V the field is $0.01$ V/Å, or 1 MV/cm. This is a large field for a real film, and the model contains neither leakage nor breakdown. At this field (1) is no longer accurate for the model. Let $x$ be the displacement of B relative to $O$. The linear solution gives $x_0=(6.768+0.046)\times0.01=0.0681$ Å. The two B–O bonds along the field have stretches $\pm x$. At fixed cell shape their $a$ terms cancel, and their $b$ terms add a restoring force $f=2bx^3=120x^3$.

A pair of opposite unit forces on B and $O$ changes $x$ by $0.952$ Å$^2$/eV, found from the same three equations with right-hand sides $1$, $0$ and $-1$. Therefore

$$
x=0.0681-0.952\times120x^3\quad\Rightarrow\quad x=0.0520\ \text{Å},\quad f=0.0169\ \text{eV/Å}.
$$

Because $K$ is symmetric, the pair force lowers the dipole by $f$ times the linear $x$ per unit field, $0.0169\times6.814=0.115\ e$Å. The ionic dipole drops from 0.507 to 0.392 $e$Å. The secant permittivity, defined by $D/(\varepsilon_0E)$, is then about $4.87+0.392/(0.3278\times0.01)=124.5$. Numerical relaxation of ions and electrons with the full energy also gives 124.5. This is 22% below the zero-field value, and in this model the quartic hardening of the B–O bonds causes the drop. Its size is set by the chosen $b$ and is not a prediction for a real film.

The small-signal capacitance at this bias follows the slope $dD/dE$, which falls further. Differentiating the equation for $x$ gives $dx/dE=6.814/(1+0.952\times360x^2)=3.54$ and $df/dE=360x^2\times3.54=3.44$. The dipole slope is $50.73-6.814\times3.44=27.3\ e$Å$^2$/V, so the differential permittivity is $4.87+27.3/0.3278\approx88$, about 45% below the zero-field value.

## What the formula leaves out

Equation (1) holds the cell shape fixed. In a piezoelectric crystal that is free to deform, strain is a further coordinate that responds to the field. Domain-wall motion, electrode layers and thermal changes of the force constants are also absent. In a ferroelectric, (1) describes small changes about one polarized state, not switching between states.

All numerical values are calculated from the stated model.
